# Comment on a midgap level inferred from a converged Ritz value: a program that tests the result

```python
"""
Result under test: a Ritz value mu can lie inside a spectral gap (a, b) where H
has no spectrum, even for large trial spaces. Its full residual r = H x - mu x
then obeys |r|^2 >= (mu - a)(b - mu), so it is large away from the gap edges.

Model: chain with two orbitals A, B per cell, hopping w inside a cell and
s > w between cells. Gap: a = -(s - w), b = s - w. A ring of n_cells cells
replaces the infinite chain; short segments of both have the same projected
matrix and the same residuals, as hopping reaches only nearest neighbours.
Energies are in eV.
"""
import numpy as np
from scipy.linalg import null_space
from scipy.constants import physical_constants

hartree_in_ev = physical_constants["Hartree energy in eV"][0]
w, s, n_cells = 1.0, 2.0, 60
dim = 2 * n_cells
rng = np.random.default_rng(7)

# Full Hamiltonian: even index = A orbital, odd index = B orbital
H = np.zeros((dim, dim))
for i in range(dim):
    j = (i + 1) % dim
    H[i, j] = H[j, i] = w if i % 2 == 0 else s
levels, states = np.linalg.eigh(H)

# Band formula against diagonalization
k = 2 * np.pi * np.arange(n_cells) / n_cells
band = np.abs(w + s * np.exp(1j * k))
assert np.allclose(levels, np.sort(np.concatenate([-band, band])), atol=1e-10)
a, b = levels[n_cells - 1], levels[n_cells]
assert abs(a + (s - w)) < 1e-10 and abs(b - (s - w)) < 1e-10


def residual(x):
    """Rayleigh quotient and full residual vector of a normalized x."""
    mu = x @ H @ x
    return mu, H @ x - mu * x


def distance(mu):
    """Distance from mu to the nearest true eigenvalue."""
    return np.min(np.abs(levels - mu))


print(f"Hoppings w, s: {w:.1f}, {s:.1f} eV; ring dimension: {dim}")
print(f"Gap edges a, b: {a:.4f}, {b:.4f} eV")

# Mix the two gap-edge states to place a Ritz value at a chosen energy
target = 0.3
sin2 = (target - a) / (b - a)
sn, cs = np.sqrt(sin2), np.sqrt(1 - sin2)
v, c = states[:, n_cells - 1], states[:, n_cells]
partner = -sn * v + cs * c
Q = null_space(partner[None, :])      # everything except one direction
ritz, y = np.linalg.eigh(Q.T @ H @ Q)
inside = np.where((ritz > a + 1e-8) & (ritz < b - 1e-8))[0]
assert Q.shape[1] == dim - 1 and len(inside) == 1
x_mix = Q @ y[:, inside[0]]
mu_mix, r_mix = residual(x_mix)
size_mix = np.linalg.norm(r_mix)
assert abs(mu_mix - target) < 1e-10
assert abs(size_mix - (b - a) * sn * cs) < 1e-10
assert abs(size_mix - np.sqrt((mu_mix - a) * (b - mu_mix))) < 1e-10
assert np.linalg.norm(Q.T @ r_mix) < 1e-10
assert np.all(levels[:-1] <= ritz + 1e-10)
assert np.all(ritz <= levels[1:] + 1e-10)
print(f"Mixing: upper-state weight sin^2(theta): {sin2:.4f}")
print(f"Mixing: trial-space dimension: {Q.shape[1]}")
print(f"Mixing: Ritz value in gap: {mu_mix:.4f} eV")
print(f"Mixing: distance to nearest level: {distance(mu_mix):.4f} eV")
print(f"Mixing: full residual norm: {size_mix:.4f} eV")
print(f"Mixing: interval mu-|r|, mu+|r|: "
      f"{mu_mix - size_mix:.4f}, {mu_mix + size_mix:.4f} eV")

# Residual theorem on all Ritz pairs of random trial spaces
n_pairs = 0
for _ in range(30):
    R, _ = np.linalg.qr(rng.normal(size=(dim, 20)))
    _, coeff = np.linalg.eigh(R.T @ H @ R)
    for x in (R @ coeff).T:
        mu, r = residual(x)
        assert distance(mu) <= np.linalg.norm(r) + 1e-10
        n_pairs += 1

# Gap bound on random vectors, increasingly concentrated at the gap edges
n_gap, smallest_ratio = 0, np.inf
for trial in range(3000):
    sharpness = 20 * rng.random()
    amp = rng.normal(size=dim) * np.exp(-sharpness * (np.abs(levels) - b))
    x = states @ (amp / np.linalg.norm(amp))
    mu, r = residual(x)
    if a + 1e-3 < mu < b - 1e-3:
        ratio = (r @ r) / ((mu - a) * (b - mu))
        assert ratio >= 1 - 1e-9
        smallest_ratio = min(smallest_ratio, ratio)
        n_gap += 1
assert n_gap > 500
print(f"Residual theorem: random Ritz pairs tested: {n_pairs}")
print(f"Gap bound: random vectors tested: {n_gap}")
print(f"Gap bound: smallest |r|^2/[(mu-a)(b-mu)]: {smallest_ratio:.4f}")

# False alarm: mix two levels of the lower band to hit a third one exactly
low, mid, high = levels[5], levels[25], levels[45]
p_high = (mid - low) / (high - low)
x = np.sqrt(1 - p_high) * states[:, 5] + np.sqrt(p_high) * states[:, 45]
mu_false, r_false = residual(x)
assert distance(mu_false) < 1e-10 and np.linalg.norm(r_false) > 0.5
print(f"False alarm: mixed levels: {low:.4f}, {high:.4f} eV")
print(f"False alarm: Ritz value = true level: {mu_false:.4f} eV")
print(f"False alarm: residual norm: {np.linalg.norm(r_false):.4f} eV")

# Growing segments of the chain as trial spaces
limit = np.sqrt(s**2 - w**2)
q = w / s
upper = states[:, n_cells:]
H2 = H @ H
old_center, old_fold = np.inf, np.inf
for N in (4, 8, 16, 32):
    idx = np.arange(20, 20 + 2 * N)           # both ends cut strong bonds
    e, y = np.linalg.eigh(H[np.ix_(idx, idx)])
    gap_states = np.where(np.abs(e) < b - 1e-9)[0]
    assert len(gap_states) == 2
    pick = gap_states[1]
    x = np.zeros(dim)
    x[idx] = y[:, pick]
    mu, r = residual(x)
    size = np.linalg.norm(r)
    inner = np.linalg.norm(r[idx])
    assert inner < 1e-10
    assert size**2 >= (mu - a) * (b - mu)
    # End-state trial vector bounds the Ritz value of the projected matrix
    end = np.zeros(2 * N)
    end[0::2] = (-q) ** np.arange(N)
    end /= np.linalg.norm(end)
    end_error = np.linalg.norm(H[np.ix_(idx, idx)] @ end)
    assert abs(end_error - end[0] * w * q ** (N - 1)) < 1e-12
    assert abs(e[pick]) <= end_error + 1e-13
    estimate = s * (1 - q**2) * q**N
    if N >= 8:
        assert abs(e[pick] / estimate - 1) < 2e-3
    if N >= 16:
        assert abs(size - limit) < 1e-6
    weight_up = np.sum((upper.T @ x) ** 2)
    if N >= 16:
        assert abs(weight_up - 0.5) < 5e-3
    center = np.sum(y[N - 2:N + 2, pick] ** 2)
    assert center < old_center
    old_center = center
    # Same number of orbitals, but both ends cut weak bonds
    idx_weak = idx + 1
    e_weak = np.linalg.eigvalsh(H[np.ix_(idx_weak, idx_weak)])
    nearest_weak = np.min(np.abs(e_weak))
    assert nearest_weak > b - 1e-10
    # Square the operator first, then project
    fold = np.linalg.eigvalsh(H2[np.ix_(idx, idx)])[0]
    formula = w**2 + s**2 - 2 * w * s * np.cos(np.pi / (N + 1))
    assert abs(fold - formula) < 1e-10
    assert b**2 <= fold < old_fold
    old_fold = fold
    print(f"N={N} cells: Ritz value in gap: {e[pick]:.3e} eV; "
          f"estimate: {estimate:.3e} eV")
    print(f"  full residual: {size:.5f} eV; "
          f"residual inside trial space: {inner:.0e} eV")
    print(f"  upper-band weight: {weight_up:.4f}; "
          f"weight on two central cells: {center:.2e}")
    print(f"  weak-bond cut, smallest |Ritz value|: {nearest_weak:.4f} eV")
    print(f"  squared operator, root of lowest value: "
          f"{np.sqrt(fold):.4f} eV")

print(f"Limiting residual sqrt(s^2-w^2): {limit:.5f} eV "
      f"= {limit / hartree_in_ev:.5f} hartree")
print(f"Lower bound on residual at midgap: {np.sqrt(-a * b):.4f} eV")
print("all assertions hold")
```

It prints:

```
Hoppings w, s: 1.0, 2.0 eV; ring dimension: 120
Gap edges a, b: -1.0000, 1.0000 eV
Mixing: upper-state weight sin^2(theta): 0.6500
Mixing: trial-space dimension: 119
Mixing: Ritz value in gap: 0.3000 eV
Mixing: distance to nearest level: 0.7000 eV
Mixing: full residual norm: 0.9539 eV
Mixing: interval mu-|r|, mu+|r|: -0.6539, 1.2539 eV
Residual theorem: random Ritz pairs tested: 600
Gap bound: random vectors tested: 3000
Gap bound: smallest |r|^2/[(mu-a)(b-mu)]: 1.0070
False alarm: mixed levels: -2.9672, -1.4239 eV
False alarm: Ritz value = true level: -2.4149 eV
False alarm: residual norm: 0.7398 eV
N=4 cells: Ritz value in gap: 9.479e-02 eV; estimate: 9.375e-02 eV
  full residual: 1.74710 eV; residual inside trial space: 5e-16 eV
  upper-band weight: 0.4977; weight on two central cells: 2.30e-01
  weak-bond cut, smallest |Ritz value|: 1.2555 eV
  squared operator, root of lowest value: 1.3281 eV
N=8 cells: Ritz value in gap: 5.860e-03 eV; estimate: 5.859e-03 eV
  full residual: 1.73219 eV; residual inside trial space: 2e-15 eV
  upper-band weight: 0.4985; weight on two central cells: 1.46e-02
  weak-bond cut, smallest |Ritz value|: 1.0951 eV
  squared operator, root of lowest value: 1.1141 eV
N=16 cells: Ritz value in gap: 2.289e-05 eV; estimate: 2.289e-05 eV
  full residual: 1.73205 eV; residual inside trial space: 8e-16 eV
  upper-band weight: 0.5000; weight on two central cells: 5.72e-05
  weak-bond cut, smallest |Ritz value|: 1.0300 eV
  squared operator, root of lowest value: 1.0335 eV
N=32 cells: Ritz value in gap: 3.492e-10 eV; estimate: 3.492e-10 eV
  full residual: 1.73205 eV; residual inside trial space: 9e-16 eV
  upper-band weight: 0.5000; weight on two central cells: 8.73e-10
  weak-bond cut, smallest |Ritz value|: 1.0085 eV
  squared operator, root of lowest value: 1.0090 eV
Limiting residual sqrt(s^2-w^2): 1.73205 eV = 0.06365 hartree
Lower bound on residual at midgap: 1.0000 eV
all assertions hold
```
